# The Fierz matrix from completeness of the Dirac covariants

A product of two Dirac bilinears, such as \((\bar a\gamma^\mu b)(\bar c\gamma_\mu d)\), pairs \(a\) with \(b\) and \(c\) with \(d\). The same product can be written with \(b\) and \(d\) exchanged, as a sum of products of bilinears pairing \(a\) with \(d\) and \(c\) with \(b\). This problem finds the coefficients of that sum.

The metric is \(g=\mathrm{diag}(1,-1,-1,-1)\), the Dirac matrices are \(4\times4\) and satisfy \(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\), and
\[
\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3,\qquad \sigma^{\mu\nu}=\tfrac i2(\gamma^\mu\gamma^\nu-\gamma^\nu\gamma^\mu).
\]
Repeated Lorentz indices are summed unless stated otherwise. The five Lorentz-invariant products considered are
\[
\begin{aligned}
S(ab;cd)&=(\bar a b)(\bar c d),\\
V(ab;cd)&=(\bar a\gamma^\mu b)(\bar c\gamma_\mu d),\\
T(ab;cd)&=\tfrac12(\bar a\sigma^{\mu\nu}b)(\bar c\sigma_{\mu\nu}d),\\
A(ab;cd)&=(\bar a\gamma^\mu\gamma_5b)(\bar c\gamma_\mu\gamma_5d),\\
P(ab;cd)&=(\bar a\gamma_5b)(\bar c\gamma_5d).
\end{aligned}
\]
The factor \(\tfrac12\) in \(T\) makes each pair \(\mu<\nu\) count once. Write \(Q_I\) for these products, with \(I=S,V,T,A,P\) in this order. Until part (g) the spinor components are commuting numbers.

## (a) Sixteen matrices and their duals

**Show that the matrices \(1,\ \gamma^\mu,\ \sigma^{\mu\nu}\,(\mu<\nu),\ \gamma^\mu\gamma_5,\ \gamma_5\) form a basis of all \(4\times4\) matrices, and find matrices dual to them under the trace.**

**Solution.** There are \(1+4+6+4+1=16\) matrices, called \(\Gamma^B\), in a space of dimension 16. It is therefore enough to prove linear independence.

Two properties of \(\gamma_5\) are needed. Moving \(\gamma^\mu\) through \(\gamma^0\gamma^1\gamma^2\gamma^3\) gives three minus signs, from the three different matrices, so \(\gamma_5\gamma^\mu=-\gamma^\mu\gamma_5\). Reversing four anticommuting factors takes six transpositions and gives no sign, so
\[
\gamma_5^2=-(\gamma^0\gamma^1\gamma^2\gamma^3)(\gamma^3\gamma^2\gamma^1\gamma^0)=-(1)(-1)^3=1 .
\]

Now multiply each matrix by its index-lowered partner, without summing and with \(\mu\ne\nu\). Since \(\sigma^{\mu\nu}=i\gamma^\mu\gamma^\nu\) for \(\mu\neq\nu\),
\[
\begin{aligned}
\gamma^\mu\gamma_\mu&=1,\\
\sigma^{\mu\nu}\sigma_{\mu\nu}&=-\gamma^\mu\gamma^\nu\gamma_\mu\gamma_\nu=\gamma^\mu\gamma_\mu\gamma^\nu\gamma_\nu=1,\\
(\gamma^\mu\gamma_5)(\gamma_\mu\gamma_5)&=-\gamma^\mu\gamma_\mu\gamma_5^2=-1 .
\end{aligned}
\]
Also \(1\cdot1=1\) and \(\gamma_5\gamma_5=1\). Define the dual \(\Gamma_B\) as the index-lowered matrix times \(\varepsilon_J\), where \(J\) is the class of \(B\) and
\[
(\varepsilon_S,\varepsilon_V,\varepsilon_T,\varepsilon_A,\varepsilon_P)=(1,1,1,-1,1).
\]
Then \(\Gamma^B\Gamma_B=1\) for each \(B\), with trace 4.

For different labels the trace vanishes. Up to a numerical factor, each \(\Gamma^B\) is a product of distinct \(\gamma\)'s, one product for each subset of \(\{0,1,2,3\}\); for instance, \(\gamma^\mu\gamma_5\) is the product of the three \(\gamma\)'s other than \(\gamma^\mu\). In the product of two different ones, common factors cancel in pairs and at least one \(\gamma\) remains. The result is a multiple of some \(\Gamma\ne1\) in the set. Each such \(\Gamma\) anticommutes with an invertible matrix \(N\): take \(N=\gamma_5\) for \(\gamma^\mu\) and \(\gamma^\mu\gamma_5\), \(N=\gamma^\mu\) for \(\sigma^{\mu\nu}\), and \(N=\gamma^0\) for \(\gamma_5\). By cyclicity,
\[
\mathrm{Tr}\,\Gamma=\mathrm{Tr}(N\Gamma N^{-1})=-\mathrm{Tr}\,\Gamma=0 .
\]
Hence
\[
\mathrm{Tr}(\Gamma^B\Gamma_C)=4\,\delta^B_C .
\]
If \(\sum_Bx_B\Gamma^B=0\), multiplying by \(\Gamma_C\) and taking the trace gives \(4x_C=0\). The sixteen matrices are independent and form a basis; so do their duals, which differ from them by signs.

## (b) Completeness

**Write the expansion of an arbitrary matrix in this basis as an identity between matrix elements.**

**Solution.** Let \(X=\sum_Bx_B\Gamma_B\). Multiplying by \(\Gamma^C\) and taking the trace gives \(x_C=\tfrac14\mathrm{Tr}(\Gamma^CX)\). In components,
\[
X_{kj}=\frac14\sum_B(\Gamma_B)_{kj}\,(\Gamma^B)_{qp}X_{pq}.
\]
The left side is \(\delta_{kp}\delta_{jq}X_{pq}\). Because \(X\) is arbitrary, the coefficients of \(X_{pq}\) agree:
\[
\delta_{kp}\delta_{jq}=\frac14\sum_B(\Gamma_B)_{kj}(\Gamma^B)_{qp}.
\]
The left side ties \(k\) to \(p\) and \(j\) to \(q\), while the right side groups \(k\) with \(j\) and \(q\) with \(p\). This regrouping produces the exchange of spinors.

## (c) From completeness to exchange

**Reduce the exchange coefficients to the effect of "sandwiching" a basis matrix between the two matrices of a bilinear product.**

**Solution.** For any matrices \(M\) and \(N\), insert the completeness relation:
\[
M_{ij}N_{kl}=M_{iq}\,\delta_{jq}\delta_{kp}\,N_{pl}
=\frac14\sum_B(M\Gamma^BN)_{il}(\Gamma_B)_{kj}.
\]
Take \(M\) to be a matrix of class \(I\) and \(N\) its index-lowered partner, and sum over the class. Part (d) shows that for \(\Gamma^B\) in class \(J\) the sandwich returns the same matrix times a number,
\[
\sum_{M\in I}M\,\Gamma^B N=\lambda_{IJ}\,\Gamma^B .
\]
Contract with \(\bar a_i b_j\bar c_k d_l\). Commuting components may be reordered freely, so the factors \((\Gamma^B)_{il}(\Gamma_B)_{kj}\) become \((\bar a\Gamma^Bd)(\bar c\,\Gamma_Bb)\). The dual \(\Gamma_B\) is \(\varepsilon_J\) times the lowered matrix, so summing over class \(J\) gives \(\varepsilon_JQ_J(ad;cb)\). Therefore
\[
Q_I(ab;cd)=\sum_JF_{IJ}\,Q_J(ad;cb),\qquad F_{IJ}=\tfrac14\,\varepsilon_J\lambda_{IJ}.
\]

## (d) The sandwich factors and the matrix

**Compute \(\lambda_{IJ}\) and assemble \(F\).**

**Solution.** The scalar row is \(\lambda_{SJ}=1\), since \(1\cdot X\cdot1=X\).

*Vector row.* Let \(C(X)=\gamma^\mu X\gamma_\mu\). First, \(C(1)=\gamma^\mu\gamma_\mu=4\). Next,
\[
C(\gamma^\nu)=\gamma^\mu(2\delta^\nu_\mu-\gamma_\mu\gamma^\nu)=2\gamma^\nu-4\gamma^\nu=-2\gamma^\nu .
\]
For two matrices, using this result in the second term,
\[
C(\gamma^\alpha\gamma^\beta)=\gamma^\mu\gamma^\alpha(2\delta^\beta_\mu-\gamma_\mu\gamma^\beta)
=2\gamma^\beta\gamma^\alpha+2\gamma^\alpha\gamma^\beta=4g^{\alpha\beta},
\]
which vanishes for \(\alpha\ne\beta\), so \(C(\sigma^{\alpha\beta})=0\). Moving \(\gamma_5\) past \(\gamma_\mu\) changes the sign:
\[
C(\gamma^\nu\gamma_5)=-C(\gamma^\nu)\gamma_5=2\gamma^\nu\gamma_5,\qquad C(\gamma_5)=-C(1)\gamma_5=-4\gamma_5 .
\]
Thus \(\lambda_V=(4,-2,0,2,-4)\).

*Pseudoscalar row.* In \(\gamma_5X\gamma_5\) the sign is \(+\) if \(X\) commutes with \(\gamma_5\) and \(-\) if it anticommutes, so \(\lambda_P=(1,-1,1,-1,1)\).

*Tensor row.* Since \(\gamma^\nu\gamma^\mu=2g^{\mu\nu}-\gamma^\mu\gamma^\nu\), we have \(\sigma^{\mu\nu}=i(\gamma^\mu\gamma^\nu-g^{\mu\nu})\). Then
\[
\begin{aligned}
\tfrac12\sigma^{\mu\nu}X\sigma_{\mu\nu}
&=-\tfrac12(\gamma^\mu\gamma^\nu-g^{\mu\nu})X(\gamma_\mu\gamma_\nu-g_{\mu\nu})\\
&=-\tfrac12\left[\gamma^\mu\gamma^\nu X\gamma_\mu\gamma_\nu-4X-4X+4X\right].
\end{aligned}
\]
The first term follows from \(\gamma_\mu\gamma_\nu=2g_{\mu\nu}-\gamma_\nu\gamma_\mu\):
\[
\gamma^\mu\gamma^\nu X\gamma_\mu\gamma_\nu=8X-\gamma^\mu(\gamma^\nu X\gamma_\nu)\gamma_\mu=8X-C(C(X)).
\]
Consequently
\[
\tfrac12\sigma^{\mu\nu}X\sigma_{\mu\nu}=\tfrac12\left[C(C(X))-4X\right],\qquad
\lambda_{TJ}=\tfrac12(\lambda_{VJ}^2-4),
\]
which gives \(\lambda_T=(6,0,-2,0,6)\).

*Axial row.* With \(\gamma_\mu\gamma_5=-\gamma_5\gamma_\mu\),
\[
\gamma^\mu\gamma_5X\gamma_\mu\gamma_5=-\gamma^\mu(\gamma_5X\gamma_5)\gamma_\mu=-C(\gamma_5X\gamma_5),
\]
so \(\lambda_{AJ}=-\lambda_{VJ}\lambda_{PJ}\) and \(\lambda_A=(-4,-2,0,2,4)\).

Multiplying the fourth column by \(\varepsilon_A=-1\) and everything by \(\tfrac14\) yields the Fierz matrix:
\[
F=\frac14\begin{pmatrix}
1&1&1&-1&1\\
4&-2&0&-2&-4\\
6&0&-2&0&6\\
-4&-2&0&-2&4\\
1&-1&1&1&1
\end{pmatrix}.
\]
The signs depend on the definition of \(A\). If \(A\) were defined with the opposite overall sign, the off-diagonal entries of the fourth row and fourth column would change sign. The derivation also uses \(\gamma^\mu\gamma_\mu=4\) and a basis of sixteen matrices, so it applies to four spacetime dimensions.

## (e) The square of the matrix

**Show that \(F^2=1\).**

**Solution.** Apply the exchange twice. The second application interchanges \(d\) and \(b\) in \(Q_J(ad;cb)\) and restores the original pairing:
\[
Q_I(ab;cd)=\sum_JF_{IJ}Q_J(ad;cb)=\sum_K(F^2)_{IK}\,Q_K(ab;cd).
\]
To conclude that \(F^2=1\), the five \(Q_K\) must be linearly independent as functions of four arbitrary spinors. Suppose \(\sum_Kf_KQ_K=0\) for all spinors. Stripping off the spinor components leaves a vanishing combination of products \((\Gamma^B)_{ij}(\Gamma^C)_{kl}\). These 256 products are independent, because multiplying the first factor by a dual matrix, the second by another, and taking both traces isolates each coefficient. Different classes \(K\) use different products, so every \(f_K\) vanishes. Comparing coefficients then gives
\[
(F^2)_{IK}=\delta_{IK}.
\]

Direct multiplication agrees. The first row of \(4F\) times its first and second columns gives
\[
1+4+6+4+1=16,\qquad 1-2+0+2-1=0,
\]
and division by 16 gives the entries 1 and 0. The numerical check confirms all twenty-five entries, using a matrix \(F\) fitted to the component tensors without the sandwich factors.

## (f) Combinations that keep their form

**Find the combinations of the five products that return to themselves, up to a sign, under the exchange.**

**Solution.** Since \(F^2=1\), \(F\) is diagonalizable with eigenvalues \(\pm1\). Its trace is \((1-2-2-2+1)/4=-1\). If \(n_\pm\) count the eigenvalues, then \(n_++n_-=5\) and \(n_+-n_-=-1\), so \(n_+=2\) and \(n_-=3\).

Let a prime denote the exchanged pairing, \(S'=S(ad;cb)\) and so on. Adding and subtracting rows of \(F\) gives
\[
\begin{aligned}
V+A&=-(V'+A'),\\
S-P&=\tfrac12(V'-A'),& V-A&=2(S'-P'),\\
S+P&=\tfrac12(S'+P'+T'),& T&=\tfrac12\left[3(S'+P')-T'\right].
\end{aligned}
\]
The second line shows that \(2(S-P)\pm(V-A)\) has eigenvalue \(\pm1\). From the third line,
\[
\begin{aligned}
3(S+P)+T&=3(S'+P')+T',\\
S+P-T&=-(S'+P'-T').
\end{aligned}
\]
The even combinations are \(3(S+P)+T\) and \(2(S-P)+(V-A)\). The odd ones are \(V+A\), \(S+P-T\) and \(2(S-P)-(V-A)\). This matches the count, so every other even or odd combination is a linear combination of the listed ones of the same parity.

## (g) Anticommuting fields

**How does the result change if the components of \(\bar a,b,\bar c,d\) are anticommuting fields?**

**Solution.** The matrix identity of part (c) is unaffected. The change comes from bringing \(\bar a_ib_j\bar c_kd_l\) into the order \(\bar a_id_l\bar c_kb_j\). Reversing the last three factors takes three transpositions, each with a minus sign:
\[
b_j\bar c_kd_l=-\bar c_kb_jd_l=\bar c_kd_lb_j=-d_l\bar c_kb_j .
\]
Therefore
\[
Q_I(ab;cd)=-\sum_JF_{IJ}\,Q_J(ad;cb)\qquad\text{(anticommuting components)}.
\]
The matrix \(-F\) also squares to one, and the even and odd combinations of part (f) trade places.

This requires all the anticommutators involved to vanish, as they do for Grassmann variables and for field operators inside a normal-ordered product. For operators with \(b_j\bar c_k+\bar c_kb_j=K_{jk}\) and \(d_l\bar c_k+\bar c_kd_l=L_{lk}\), where \(K\) and \(L\) are numbers and \(b\) and \(d\) anticommute, the same steps give
\[
b_j\bar c_kd_l=-d_l\bar c_kb_j+K_{jk}d_l+L_{lk}b_j .
\]
The last two terms add products of only two fields, which \(-F\) does not contain.

The spinors \(u\) and \(v\) in a scattering amplitude are commuting numbers, so rearranging them uses \(F\). The relative sign between two diagrams that differ by exchange of identical fermions comes from the field operators and must be included separately.

## (h) Left-handed currents

**What happens to the vector product when \(b\) and \(d\) are both left-handed? What if \(d\) is right-handed instead?**

**Solution.** Let \(b_L=\tfrac12(1-\gamma_5)b\) and \(d_L=\tfrac12(1-\gamma_5)d\), so that \(\gamma_5b_L=-b_L\) and \(\gamma_5d_L=-d_L\). In the exchanged products the two minus signs cancel, so \(P'=S'\) and \(A'=V'\). For commuting spinors the second row of \(F\) gives
\[
V=\tfrac14(4S'-2V'-2V'-4S')=-V'.
\]
For anticommuting fields the extra sign makes this \(V=+V'\). A contact interaction of two left-handed vector currents thus keeps both its Dirac structure and its coefficient when the fields are paired the other way. The exchange acts on spinor indices only. If the fields also carry an internal index such as colour, contracted within each current, then after the exchange that index is contracted across the two currents, and the result is no longer a product of two singlet currents.

If \(d\) is right-handed, \(\gamma_5d_R=d_R\), then one minus sign survives: \(P'=-S'\) and \(A'=-V'\). The same row gives
\[
V=\tfrac14(4S'-2V'+2V'+4S')=2S'
\]
for commuting spinors, and \(-2S'\) for anticommuting fields. A product of vector currents of opposite chirality becomes a product of scalars.

## (i) A numerical example

**Check the exchange for the commuting spinors**
\[
a=(1,0,2,i),\quad b=(1,i,0,1),\quad c=(0,1,1,2),\quad d=(2,0,i,-1),
\]
**read as columns in the Dirac representation, where \(\gamma^0=\mathrm{diag}(1,1,-1,-1)\) and \(\gamma^k=\begin{pmatrix}0&\sigma_k\\-\sigma_k&0\end{pmatrix}\) with the Pauli matrices \(\sigma_k\), so that \(\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix}\).**

**Solution.** From \(\bar a=a^\dagger\gamma^0\), the rows are \(\bar a=(1,0,-2,i)\) and \(\bar c=(0,1,-1,-2)\). The scalar products are
\[
\begin{aligned}
S&=(\bar ab)(\bar cd)=(1+i)(2-i)=3+i,\\
S'&=(\bar ad)(\bar cb)=(2-3i)(-2+i)=-1+8i .
\end{aligned}
\]
The other exchanged products, evaluated in the same way with the explicit matrices, are
\[
V'=-1+16i,\quad T'=23-14i,\quad A'=11+14i,\quad P'=2+8i .
\]
The first row of \(F\) predicts
\[
\begin{aligned}
S&=\tfrac14(S'+V'+T'-A'+P')\\
&=\tfrac14(12+4i)=3+i,
\end{aligned}
\]
as found directly. The second row predicts
\[
\begin{aligned}
V&=\tfrac14(4S'-2V'-2A'-4P')\\
&=\tfrac14\left[(-4+32i)+(2-32i)+(-22-28i)+(-8-32i)\right]\\
&=-8-15i,
\end{aligned}
\]
which equals the direct value of \((\bar a\gamma^\mu b)(\bar c\gamma_\mu d)\). The remaining rows give \(T=-10+31i\), \(A=-2-15i\) and \(P=9\), again equal to the direct values.

Projecting \(b\) and \(d\) onto their left-handed parts gives \(V=2.5-0.5i\) and \(V'=-2.5+0.5i\), the sign reversal derived in part (h) for commuting spinors.

## Calculated quantities

```
All numbers are dimensionless; class order S V T A P
number of basis matrices: 16
rank of the five exchanged covariants: 5
sandwich factors lambda, row S:   1   1   1   1   1
sandwich factors lambda, row V:   4  -2   0   2  -4
sandwich factors lambda, row T:   6   0  -2   0   6
sandwich factors lambda, row A:  -4  -2   0   2   4
sandwich factors lambda, row P:   1  -1   1  -1   1
4F from tensor fit, row S:   1   1   1  -1   1
4F from tensor fit, row V:   4  -2   0  -2  -4
4F from tensor fit, row T:   6   0  -2   0   6
4F from tensor fit, row A:  -4  -2   0  -2   4
4F from tensor fit, row P:   1  -1   1   1   1
F squared, row S:   1   0   0   0   0
F squared, row V:   0   1   0   0   0
F squared, row T:   0   0   1   0   0
F squared, row A:   0   0   0   1   0
F squared, row P:   0   0   0   0   1
trace of F: -1.0000
eigenvalues of F:  -1  -1  -1   1   1
4F for anticommuting fields, row S:  -1  -1  -1   1  -1
4F for anticommuting fields, row V:  -4   2   0   2   4
4F for anticommuting fields, row T:  -6   0   2   0  -6
4F for anticommuting fields, row A:   4   2   0   2  -4
4F for anticommuting fields, row P:  -1   1  -1  -1  -1
spinor a: 1.0000+0.0000i, 0.0000+0.0000i, 2.0000+0.0000i, 0.0000+1.0000i
spinor b: 1.0000+0.0000i, 0.0000+1.0000i, 0.0000+0.0000i, 1.0000+0.0000i
spinor c: 0.0000+0.0000i, 1.0000+0.0000i, 1.0000+0.0000i, 2.0000+0.0000i
spinor d: 2.0000+0.0000i, 0.0000+0.0000i, 0.0000+1.0000i, -1.0000+0.0000i
abar: 1.0000+0.0000i, 0.0000+0.0000i, -2.0000+0.0000i, 0.0000+1.0000i
cbar: 0.0000+0.0000i, 1.0000+0.0000i, -1.0000+0.0000i, -2.0000+0.0000i
S(ab;cd) computed directly: 3.0000+1.0000i
V(ab;cd) computed directly: -8.0000-15.0000i
T(ab;cd) computed directly: -10.0000+31.0000i
A(ab;cd) computed directly: -2.0000-15.0000i
P(ab;cd) computed directly: 9.0000+0.0000i
S(ad;cb) computed directly: -1.0000+8.0000i
V(ad;cb) computed directly: -1.0000+16.0000i
T(ad;cb) computed directly: 23.0000-14.0000i
A(ad;cb) computed directly: 11.0000+14.0000i
P(ad;cb) computed directly: 2.0000+8.0000i
S(ab;cd) from F: 3.0000+1.0000i
V(ab;cd) from F: -8.0000-15.0000i
T(ab;cd) from F: -10.0000+31.0000i
A(ab;cd) from F: -2.0000-15.0000i
P(ab;cd) from F: 9.0000+0.0000i
left-handed b, d: V(ab;cd) = 2.5000-0.5000i
left-handed b, d: V(ad;cb) = -2.5000+0.5000i
```
